# Isotope Lines of Interstitial Oxygen in Natural Germanium

**Question.** An interstitial oxygen atom in germanium sits between two germanium atoms and is bonded to both, forming a bent Ge–O–Ge unit. Its antisymmetric stretch absorbs infrared light near 860 cm⁻¹. Natural germanium contains five isotopes, which occupy the lattice sites at random. (One of them, ⁷⁶Ge, decays so slowly that it counts as stable here.)

Use these rough values: mass numbers 70, 72, 73, 74 and 76 with fractions 0.21, 0.27, 0.08, 0.36 and 0.08; apex angle $\theta=140^\circ$ at the oxygen; stretch wavenumber 860 cm⁻¹ when both neighbours are ⁷³Ge. Take the oxygen to be ¹⁶O, and set each atomic mass in u equal to its mass number. Assume that the two neighbour sites are equivalent by symmetry.

**(a) Show that, for small isotopic mass differences, the stretch frequency depends on the neighbour masses $M_1$ and $M_2$ through their sum. At what order does this fail?**

*Answer.* Equivalent sites mean that exchanging the two neighbours changes nothing:

$$\omega(M_1,M_2)=\omega(M_2,M_1).$$

Let $M_0$ be a reference mass and suppose $\omega$ is smooth there. Setting one mass to $M_0+\varepsilon$ and the other to $M_0$ gives $\omega(M_0+\varepsilon,M_0)=\omega(M_0,M_0+\varepsilon)$. Differentiating with respect to $\varepsilon$ at $\varepsilon=0$ shows that the two partial derivatives are equal. Call their common value $g$. For $M_i=M_0+\delta_i$, the expansion to first order is

$$\omega\approx\omega(M_0,M_0)+g\,(\delta_1+\delta_2),$$

which contains the sum of the masses alone.

To find the correction, use the variables $S=M_1+M_2$ and $D=M_1-M_2$. Exchanging the neighbours leaves $S$ unchanged and reverses $D$, so $\omega$ is an even function of $D$. At fixed $S$ the leading correction is therefore proportional to $D^2$. The sum rule is a first-order statement, and it fails at second order in the mass difference.

If the sites were not equivalent, the two derivatives could differ. It would then matter which site held the heavier atom, and the sum rule would already fail at first order.

**(b) Suppose now that the frequency depends on $S$ alone, with a different frequency for each $S$. How many stretch lines does natural germanium give? How many would remain if ⁷³Ge were absent?**

*Answer.* Five isotopes form $5\times4/2=10$ unordered pairs of unlike atoms and 5 pairs of like atoms, 15 in all. Listed by their lighter member, the sums are:

- 70 with 70, 72, 73, 74, 76: 140, 142, 143, 144, 146
- 72 with 72, 73, 74, 76: 144, 145, 146, 148
- 73 with 73, 74, 76: 146, 147, 149
- 74 with 74, 76: 148, 150
- 76 with 76: 152

Three values are repeated:

$$144=70+74=72+72,$$
$$146=70+76=72+74=73+73,$$
$$148=72+76=74+74.$$

A value reached by two pairs removes one line from the count, and a value reached by three pairs removes two. The number of lines is

$$15-1-2-1=11.$$

They belong to $S=140$, to every integer from 142 to 150, and to $S=152$. The sum 141 would need 70 + 71, and 151 would need 75 + 76; the isotopes 71 and 75 are not in the list.

Without ⁷³Ge the mass numbers 70, 72, 74 and 76 are evenly spaced. Their sums are the even numbers from 140 to 152, which gives 7 lines. The odd sums therefore all come from pairs containing one ⁷³Ge atom.

**(c) Find the relative strength of the line at $S=146$ and of the weakest line, assuming equal oscillator strength for every oxygen atom.**

*Answer.* With random occupation, the probability that both neighbours are isotope $i$ is $p_i^2$. An unlike pair can be placed in two ways, so its probability is $2p_ip_j$. For $S=146$,

$$2(0.21)(0.08)+2(0.27)(0.36)+(0.08)^2$$
$$=0.0336+0.1944+0.0064=0.2344.$$

This is the strongest line, with 23.44 % of the total. The weakest is $S=152$, which needs two ⁷⁶Ge atoms and has weight $(0.08)^2=0.64\,\%$. The ratio is about 37, so counting all the lines requires a noise level well below the strength of the weakest. The numerical output lists all the weights.

**(d) Model the unit by two equal springs $k$ along the Ge–O bonds, with no other forces. Derive the antisymmetric stretch frequency for arbitrary $M_1$ and $M_2$.**

*Answer.* Let $\mathbf e_1$ and $\mathbf e_2$ be unit vectors from the oxygen to the two germanium atoms at equilibrium. Since $\theta>90^\circ$, write $\mathbf e_1\cdot\mathbf e_2=\cos\theta=-c$ with $c=|\cos\theta|=0.766$. Let $\mathbf u_0$ be the displacement of the oxygen, of mass $m$, and $\mathbf u_i$ those of the neighbours. For small displacements the bond extensions are

$$s_i=\mathbf e_i\cdot(\mathbf u_i-\mathbf u_0).$$

A stretched bond pulls its germanium atom inward and the oxygen outward along the bond:

$$M_i\ddot{\mathbf u}_i=-k s_i\mathbf e_i,\qquad m\ddot{\mathbf u}_0=k(s_1\mathbf e_1+s_2\mathbf e_2).$$

Differentiate $s_1$ twice and insert these accelerations, using $\mathbf e_1\cdot\mathbf e_1=1$ and $\mathbf e_1\cdot\mathbf e_2=-c$:

$$\ddot s_1=-\frac{k}{M_1}s_1-\frac{k}{m}(s_1-c\,s_2).$$

The equation for $s_2$ follows by exchanging the labels. Put $\mu_i=1/M_i$, let both extensions oscillate at $\omega$, and define $\lambda=\omega^2/k$. Then

$$\lambda s_1=\left(\frac1m+\mu_1\right)s_1-\frac cm s_2,$$
$$\lambda s_2=\left(\frac1m+\mu_2\right)s_2-\frac cm s_1.$$

A nonzero solution requires

$$\left(\frac1m+\mu_1-\lambda\right)\left(\frac1m+\mu_2-\lambda\right)=\frac{c^2}{m^2}.$$

Let $a=1/m+(\mu_1+\mu_2)/2$ and $b=(\mu_1-\mu_2)/2$. The left side is $(a-\lambda+b)(a-\lambda-b)=(a-\lambda)^2-b^2$, so $\lambda=a\pm\sqrt{b^2+c^2/m^2}$.

For equal masses $b=0$, and the upper root is $\lambda=1/m+\mu+c/m$. Inserting it in the first equation gives $s_2=-s_1$: one bond stretches while the other shortens. The antisymmetric stretch is therefore the upper root,

$$\omega^2=k\left[\frac1m+\frac{\mu_1+\mu_2}{2}+\sqrt{\frac{c^2}{m^2}+\frac{(\mu_1-\mu_2)^2}{4}}\right].$$

For equal neighbours, $M_1=M_2=S/2$, this becomes

$$\omega^2=kG,\qquad G(S)=\frac{1+c}{m}+\frac2S.$$

Using this expression for every pair of sum $S$ is the sum rule within this model.

Two limits show its range. For a straight unit, $c=1$ and $G=2/m+2/S$. At a right angle, $c=0$ and the root reduces to $|\mu_1-\mu_2|/2$, so $\omega^2=k(1/m+\mu_{\rm lighter})$. The frequency then depends on the lighter neighbour alone and the sum rule is lost. The argument of part (a) does not apply there, because the two stretches coincide at equal masses and the upper frequency is not a smooth function of the masses. The sum rule needs $|\mu_1-\mu_2|/2\ll c/m$, which keeps the square root close to $c/m$. For the most unequal pair, 70 and 76, the two sides are 0.00056 and 0.048 u⁻¹, so this condition holds well. The rule also needs mass differences that are small compared with the masses themselves, because $S$ alone does not fix the mean inverse mass $(\mu_1+\mu_2)/2$. Part (f) evaluates both errors.

**(e) Find the spacing of neighbouring lines near $S=146$ in cm⁻¹.**

*Answer.* Differentiating $\omega^2=kG$ gives $2\omega\,d\omega/dS=-2k/S^2$. Divide by $2\omega$ and substitute $k=\omega^2/G$:

$$\frac{d\omega}{dS}=-\frac{k}{\omega S^2}=-\frac{\omega}{G S^2}.$$

The wavenumber $\tilde\nu$ is proportional to $\omega$ and obeys the same relation. At $S=146$ u,

$$G=\frac{1.766}{16}+\frac{2}{146}=0.1104+0.0137=0.1241\ \text{u}^{-1},$$
$$\frac{d\tilde\nu}{dS}=-\frac{860}{0.1241\times146^2}=-0.325\ \text{cm}^{-1}\,\text{u}^{-1}.$$

The sign means that heavier neighbours lower the frequency. The effect is small because the light oxygen does most of the moving: the germanium term supplies only $0.0137/0.1241=11\,\%$ of $G$. Under the sum rule the lines run from 862.03 cm⁻¹ at $S=140$ to 858.12 cm⁻¹ at $S=152$, a range of 3.9 cm⁻¹.

The spacing depends moderately on the angle. A straight unit with the same 860 cm⁻¹ would have $G=2/16+2/146=0.1387$ u⁻¹ and a slope of $-0.29$ cm⁻¹ per u.

**(f) Pairs with the same $S$ do not have strictly the same frequency. Calculate the splitting for $S=146$, and decide whether the count in part (b) can still describe a measured spectrum.**

*Answer.* Write $M_{1,2}=M\pm d$ with $M=S/2$. The mean inverse mass is

$$\frac{\mu_1+\mu_2}{2}=\frac{M}{M^2-d^2}\approx\frac1M+\frac{d^2}{M^3}.$$

The difference is $\mu_1-\mu_2=-2d/(M^2-d^2)$, so $(\mu_1-\mu_2)^2/4\approx d^2/M^4$. Since this is small compared with $c^2/m^2$,

$$\sqrt{\frac{c^2}{m^2}+\frac{d^2}{M^4}}\approx\frac cm+\frac{m\,d^2}{2cM^4}.$$

Both corrections are positive. With $\delta(\omega^2)\approx2\omega\,\delta\omega$ and $k=\omega^2/G$, the shift from the equal-mass frequency is

$$\delta\tilde\nu\approx\frac{\tilde\nu\,d^2}{2G}\left[\frac1{M^3}+\frac{m}{2cM^4}\right].$$

For 70 + 76, $M=73$ u and $d=3$ u. Including the factor $d^2=9$, the two terms are $2.31\times10^{-5}$ and $0.33\times10^{-5}$ u⁻¹, so

$$\delta\tilde\nu=\frac{860\times2.64\times10^{-5}}{2\times0.1241}=0.092\ \text{cm}^{-1}.$$

For 72 + 74, $d=1$ u and the shift is nine times smaller, 0.010 cm⁻¹. Direct diagonalization of the three-atom spring model gives 860.092, 860.010 and 860.000 cm⁻¹ for 70 + 76, 72 + 74 and 73 + 73, in agreement.

The model thus has fifteen pair frequencies in eleven groups. The largest spread within a group is 0.092 cm⁻¹, and the smallest gap between groups is 0.238 cm⁻¹. That gap lies between $S=145$ and $S=146$, because the 70 + 76 pair is shifted upward, towards the lighter group.

What is seen depends on the linewidth. Adding Lorentzian lines for all fifteen pairs, with the weights of part (c) and one common full width at half maximum, gives:

- 14 peaks at 0.01 cm⁻¹
- 11 peaks at 0.10 cm⁻¹
- 1 peak at 1.00 cm⁻¹

So the count of eleven can describe a spectrum of intermediate resolution. In this model it holds for widths from roughly 0.06 to 0.16 cm⁻¹; narrower lines split the groups and broader ones merge them. At the narrowest width the missing fifteenth peak is 73 + 73. It has weight 0.64 % and lies one full width from 72 + 74, which has weight 19.44 %. In units of the half width, the strong line still falls at a rate of $0.16\times19.44=3.1$ % at the weak line's centre, whereas the weak line rises at most at $0.65\times0.64=0.4$ %. The weak line therefore makes no separate maximum.

**(g) The neighbours are themselves bonded to the crystal. Do the isotopes of more distant germanium atoms add further lines? What else could change the observed pattern?**

*Answer.* Consider an outer atom of mass $M$ tied to a neighbour by a spring $K$. If $x$ and $y$ are their displacement amplitudes along that bond, then $-M\omega^2x=K(y-x)$, and hence

$$\frac xy=-\frac{K}{M\omega^2-K}.$$

To estimate $K$, take pure germanium with this spring on every bond. In its highest mode the two sublattices move rigidly against each other. For a relative displacement $z$, the four tetrahedral bonds of an atom pull it back with the force $\tfrac43Kz$, because the squared direction cosines of the four bonds along any axis add up to $4/3$. The reduced mass is $M/2$, so $\omega_{\max}^2=8K/(3M)$. With $M=72.7$ u, the mean germanium mass, a rough highest lattice wavenumber of 300 cm⁻¹ gives $K=145$ N/m. At 860 cm⁻¹, $M\omega^2$ is about 3170 N/m, so $|x/y|\approx0.05$. The outer atoms cannot follow the fast stretch.

A nine-atom cluster, with three back bonds on each neighbour, puts a number on this. The six outer atoms carry a fraction $f=0.012\,\%$ of the kinetic energy. For a small mass change the mode shape may be held fixed to first order. The frequency squared then varies inversely with the mass-weighted sum of squared displacements, so

$$\frac{\delta\omega}{\omega}\approx-\frac f2\,\frac{\delta M}{M}.$$

Changing all six outer atoms from 70 to 76 gives a shift of magnitude $860\times0.00006\times6/73=0.004$ cm⁻¹, which agrees with diagonalization of the cluster. This is less than 2 % of the gap between groups. Outer isotopes broaden the lines slightly but add no resolved ones at the linewidth of 0.10 cm⁻¹.

With the Ge–O spring held fixed, the back bonds raise the 73 + 73 line by about 1 cm⁻¹ and change the slope from $-0.325$ to $-0.338$ cm⁻¹ per u. The largest spread and smallest gap become 0.098 and 0.246 cm⁻¹, so the eleven groups remain separate. These figures do not change when the cluster is replaced by a large periodic cell, but they depend on the lattice forces. Adding a transverse Ge–Ge constant of a quarter of the central one, at the same 300 cm⁻¹ top mode, gives a common shift of 1.6 cm⁻¹, a slope of $-0.346$, a spread and gap of 0.102 and 0.250 cm⁻¹, and an outer-isotope shift of 0.003 cm⁻¹.

Two further mass effects are easily placed. True atomic masses differ slightly from mass numbers; a rough discrepancy of 0.004 u between equal sums shifts a line by 0.0013 cm⁻¹. Replacing ¹⁶O by the rare isotope ¹⁸O shifts the stretch by $-43.6$ cm⁻¹, which puts its lines in a separate, much weaker set.

In real germanium this absorption does lie near 860 cm⁻¹, and its isotope structure is resolved in low-temperature, high-resolution infrared spectra. The angle and spring constants used here are rough, and bond-bending forces and anharmonicity are omitted, so the calculated spacings are estimates. A coupling of $\pm0.15k$ between the two Ge–O stretches, also omitted, leaves the slope of part (e) unchanged but moves the spread of part (f) between 0.088 and 0.098 cm⁻¹ and the gap between 0.242 and 0.232 cm⁻¹. The fixed oxygen position is a further simplification, and one that can affect the number of peaks, because the off-axis atom can move around the Ge–Ge axis. For a Ge–O length of 1.75 Å its distance from the axis is $r=1.75\cos70^\circ=0.60$ Å. A free rotor has levels $Bl^2$, where $l$ is an integer and $B=\hbar^2/2mr^2$ corresponds to 2.9 cm⁻¹. This is only a rough estimate, because it leaves out hindrance by the lattice and recoil of the neighbours.

In the free-rotor estimate the ground state holds roughly 80 % of the oxygen atoms at 2 K but only about 40 % at 10 K. These fractions are sensitive to $B$: half the value would give about 58 % and 26 %. For equal neighbours the oscillating dipole of the antisymmetric stretch points along the Ge–Ge axis, so it is unaffected by rotation about that axis, and the absorption leaves $l$ unchanged. For unequal isotopes this remains a very good approximation. If $B$ changes by $\Delta B$ when the stretch is excited, the line from level $l$ is therefore displaced by $\Delta B\,l^2$. The present model does not determine that change. Were it 10 % of $B$, the $l=\pm1$ sublines would be displaced by about 0.3 cm⁻¹, comparable with one isotope spacing. Eleven is therefore the number of isotope groups for one oxygen isotope and one rotational state; it need not be the number of all peaks in a measured spectrum.

## Computed values

```
Inputs (rough typical values)
isotope fractions: {70: 0.21, 72: 0.27, 73: 0.08, 74: 0.36, 76: 0.08}
stretch for 73+73: 860 cm^-1
apex angle: 140 deg; c = 0.7660
Ge-O length: 1.75 angstrom
top lattice frequency: 300 cm^-1
oxygen mass: 16 u; mean Ge mass: 72.70 u
Ge-O spring k: 351.2 N/m
Ge-Ge spring: 144.6 N/m
Counting
unordered pairs: 15; distinct sums: 11
distinct sums without Ge-73: 7
sum | weight % | sum-law frequency cm^-1 | pairs
140 | 4.41 | 862.03 | 70+70
142 | 11.34 | 861.34 | 70+72
143 | 3.36 | 861.00 | 70+73
144 | 22.41 | 860.66 | 70+74, 72+72
145 | 4.32 | 860.33 | 72+73
146 | 23.44 | 860.00 | 70+76, 72+74, 73+73
147 | 5.76 | 859.68 | 73+74
148 | 17.28 | 859.36 | 72+76, 74+74
149 | 1.28 | 859.04 | 73+76
150 | 5.76 | 858.73 | 74+76
152 | 0.64 | 858.12 | 76+76
Quality of the sum rule (bent Ge-O-Ge unit)
slope at S=146: -0.325 cm^-1 per u
pair 70+76: 860.092 cm^-1
pair 72+74: 860.010 cm^-1
pair 73+73: 860.000 cm^-1
largest spread within one sum: 0.092 cm^-1
smallest gap between sums: 0.238 cm^-1
peaks at full linewidth 0.01 cm^-1: 14
peaks at full linewidth 0.10 cm^-1: 11
peaks at full linewidth 1.00 cm^-1: 1
Neglected effects
back bonds, common shift: 1.05 cm^-1
slope with back bonds: -0.338 cm^-1 per u
spread, gap with back bonds: 0.098, 0.246 cm^-1
kinetic share of O: 88.5 %
kinetic share of two neighbours: 11.5 %
kinetic share of six outer Ge: 0.012 %
six outer Ge from 70 to 76: 0.0042 cm^-1
mass defect of 0.004 u: 0.0013 cm^-1
oxygen-18 shift: -43.6 cm^-1
free-rotor quantum: 2.9 cm^-1
rotor ground population at 2 K: 0.81
rotor ground population at 10 K: 0.37
```
